# Maxwell Garnett and Bruggeman Resonances in the Bergman Representation: a numerical check

```python
"""
Result under test: the spectra of two effective-medium theories.
Inclusions (permittivity eps_i, fraction p) lie in a host (eps_h).
  s = eps_h/(eps_h-eps_i),  F(s) = 1-eps_eff/eps_h = sum or integral of
  weight(u)/(s-u), with resonances u in [0,1].
Maxwell Garnett (MG), spheres: one pole u=(1-p)/3 with weight p.
Symmetric Bruggeman (BR): a cut between
  [1+p -/+ 2 sqrt(2p(1-p))]/3, with density
  3 sqrt((u-low)(high-u))/(4 pi u),
  and a pole at u=0 of weight (3p-1)/2 when p>1/3.
The example is a porous silica-like film with rough model parameters.
"""
import numpy as np
from scipy.integrate import quad


def mg_ratio(s, p, depolarization=1/3):
    """eps_eff/eps_h from the single-pole form."""
    return 1 - p/(s - (1-p)*depolarization)


def exchanged_mg_ratio(s, p):
    """The inclusion material is now the connected matrix."""
    return 1 - 2*p/(3-p)/s - p*(1-p)/(3-p)/(s-1+p/3)


def coated_sphere(eps_core, eps_shell, core_fraction):
    """Solve the boundary equations of a neutral coated sphere."""
    a = core_fraction**(1/3)
    matrix = np.array([[a, -a, -1/a**2],
                       [eps_core, -eps_shell, 2*eps_shell/a**3],
                       [0, 1, 1]], dtype=complex)
    core, uniform, dipole = np.linalg.solve(matrix, [0, 0, 1])
    return eps_shell*(uniform - 2*dipole)


def self_consistent(eps, fractions, steps=5000):
    """Iterate the Bruggeman condition; the map preserves passivity."""
    eps, fractions = np.array(eps), np.array(fractions)
    e = np.sum(eps*fractions)
    for _ in range(steps):
        e = 1/np.sum(fractions/(eps+2*e)) - 2*e
    residual = np.sum(fractions*(eps-e)/(eps+2*e))
    assert abs(residual) < 1e-9
    return e


def passive_root(eps_i, eps_h, p):
    """Root of the Bruggeman quadratic with non-negative loss."""
    linear = p*(2*eps_i-eps_h) + (1-p)*(2*eps_h-eps_i)
    roots = np.roots([-2, linear, eps_i*eps_h])
    if np.isreal(eps_i) and np.isreal(eps_h):
        return roots[np.argmax(roots.real)].real
    return roots[np.argmax(roots.imag)]


def band_edges(p):
    half = 2*np.sqrt(2*p*(1-p))/3
    return (1+p)/3-half, (1+p)/3+half


def density(u, p):
    low, high = band_edges(p)
    return 3*np.sqrt((u-low)*(high-u))/(4*np.pi*u)


def zero_weight(p):
    return max(0.0, (3*p-1)/2)


def band_integral(function, p, points=4000):
    """Midpoint rule in an angle that removes the edge singularities."""
    low, high = band_edges(p)
    angle = (np.arange(points)+0.5)*np.pi/points
    half = (high-low)/2
    u = (low+high)/2 + half*np.cos(angle)
    return np.sum(density(u, p)*function(u)*half*np.sin(angle))*np.pi/points


rng = np.random.default_rng(7)
porosities = (0.25, 0.45)

# Spectral representation against a direct periodic field solution.
n = 5
cells = n**3
axis = np.arange(n)
position = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1)
freq = np.rint(np.fft.fftfreq(n)*n)
wave = np.array(np.meshgrid(freq, freq, freq, indexing="ij")).reshape(3, -1)
wave = wave[:, np.sum(wave**2, axis=0) > 0]
unit = wave/np.linalg.norm(wave, axis=0)
phase = np.exp(2j*np.pi*(position.T @ wave)/n)/np.sqrt(cells)
gradient_basis = np.vstack([phase*unit[j] for j in range(3)])
inside = np.zeros(cells, dtype=bool)
inside[rng.choice(cells, 31, replace=False)] = True
inside3 = np.tile(inside, 3)
applied = np.concatenate([np.ones(cells), np.zeros(2*cells)])
eps_i_test, eps_h_test = -1.3+0.4j, 2.0
local_eps = np.where(inside3, eps_i_test, eps_h_test)
adjoint = gradient_basis.conj().T
coefficients = np.linalg.solve(adjoint @ (local_eps[:, None]*gradient_basis),
                               -adjoint @ (local_eps*applied))
field = applied + gradient_basis @ coefficients
direct_eps = np.sum(applied*local_eps*field)/cells
restricted = gradient_basis[inside3]
levels, vectors = np.linalg.eigh(restricted @ restricted.conj().T)
weights = abs(vectors.conj().T @ applied[inside3])**2/cells
s_test = eps_h_test/(eps_h_test-eps_i_test)
spectral_eps = eps_h_test*(1-np.sum(weights/(s_test-levels)))
assert abs(direct_eps-spectral_eps) < 1e-9
assert levels.min() > -1e-10 and levels.max() < 1+1e-10

# Both Maxwell Garnett forms against boundary-value solutions.
for p in porosities:
    for s in (0.4+0.1j, 0.8+0.05j, 1.5+0.2j):
        t = 1-1/s
        assert abs(coated_sphere(t, 1, p)-mg_ratio(s, p)) < 1e-10
        assert abs(coated_sphere(1, t, 1-p)-exchanged_mg_ratio(s, p)) < 1e-10

# Bruggeman spectral formula against iteration and passive roots.
for p in (0.25, 0.45, 0.7):
    low, high = band_edges(p)
    for s in (0.4+0.2j, 0.9+0.15j, 1.5+0.2j):
        from_spectrum = (1-zero_weight(p)/s
                         - band_integral(lambda u: 1/(s-u), p))
        iterated = self_consistent([1-1/s, 1], [p, 1-p])
        assert abs(from_spectrum-iterated) < 1e-7
        closed = (3*s+3*p-1-3*np.sqrt(s-low)*np.sqrt(s-high))/(4*s)
        assert abs(1-closed-iterated) < 1e-7
    for u in (low+0.01, (low+high)/2, high-0.01):
        found = passive_root(1-1/(u+1e-9j), 1, p).imag/np.pi
        assert abs(found-density(u, p)) < 1e-5
    for u in (low/2, (1+high)/2):
        found = passive_root(1-1/(u+1e-9j), 1, p).imag/np.pi
        assert abs(found) < 1e-5
    small = 1e-7j
    found_weight = small*(1-passive_root(1-1/small, 1, p))
    assert abs(found_weight-zero_weight(p)) < 1e-5

# Moments of the two theories.
moments = {}
for p in porosities:
    values = [band_integral(lambda u, k=k: u**k, p) for k in range(4)]
    values[0] += zero_weight(p)
    moments[p] = values
    assert abs(values[0]-p) < 1e-8
    assert abs(values[1]-p*(1-p)/3) < 1e-8
    assert abs(values[2]-p*(1-p)*(1+p)/9) < 1e-8
    s = 300.0
    gap = mg_ratio(s, p)-passive_root(1-1/s, 1, p)
    assert abs(gap/(2*p**2*(1-p)/(9*s**3))-1) < 0.01

# Moments of independent random voxels, from their actual fields.
p = porosities[0]
n = 15
cells = n**3
freq = np.fft.fftfreq(n)*n
wave = np.array(np.meshgrid(freq, freq, freq, indexing="ij"))
length = np.sqrt(np.sum(wave**2, axis=0))
length[0, 0, 0] = 1
unit = wave/length


def project(vector):
    transformed = np.fft.fftn(vector, axes=(1, 2, 3))
    longitudinal = np.sum(unit*transformed, axis=0)
    return np.fft.ifftn(unit*longitudinal, axes=(1, 2, 3)).real


voxel_moments = np.zeros(3)
samples = 100
for _ in range(samples):
    indicator = np.zeros(cells)
    indicator[rng.choice(cells, round(p*cells), replace=False)] = 1
    indicator = indicator.reshape(n, n, n)
    for direction in range(3):
        start = np.zeros((3, n, n, n))
        start[direction] = indicator
        first = indicator*project(start)
        voxel_moments += np.array([np.sum(start*first), np.sum(first**2),
                                   np.sum(first*project(first))])/cells
voxel_moments /= 3*samples
assert abs(voxel_moments[0]/moments[p][1]-1) < 0.01
assert abs(voxel_moments[1]/moments[p][2]-1) < 0.01

# Static permittivity of the film.
matrix_k = 4.0
s_static = matrix_k/(matrix_k-1)
static = {}
for p in porosities:
    k_mg = matrix_k*mg_ratio(s_static, p)
    k_br = passive_root(1.0, matrix_k, p)
    k_exchanged = matrix_k*exchanged_mg_ratio(s_static, p)
    leading = matrix_k*2*p**2*(1-p)/(9*s_static**3)
    assert k_exchanged < k_br < k_mg
    static[p] = (k_mg, k_br, k_exchanged, leading)

# Infrared band: one oscillator, wavenumbers in 1/cm.
eps_inf, nu_to, nu_lo, damping = 2.1, 1075.0, 1250.0, 50.0


def matrix_eps(nu, gamma):
    return eps_inf*(nu_lo**2-nu**2-1j*gamma*nu)/(nu_to**2-nu**2-1j*gamma*nu)


def resonance_wavenumber(u):
    host = u/(u-1)
    return np.sqrt((eps_inf*nu_lo**2-host*nu_to**2)/(eps_inf-host))


def film_eps(nu, gamma, p):
    host = matrix_eps(nu, gamma)
    return (host*mg_ratio(host/(host-1), p), passive_root(1.0, host, p))


p = porosities[0]
low, high = band_edges(p)
mg_pole = (1-p)/3
nu_mg = resonance_wavenumber(mg_pole)
nu_half = resonance_wavenumber(0.5)
lossless_br = 3*np.sqrt((0.5-low)*(high-0.5))/(4*(1-0.5))
weak = film_eps(nu_half, 0.1, p)
weaker = film_eps(nu_half, 0.01, p)
assert abs(weaker[1].imag/lossless_br-1) < 0.002
assert abs(weaker[0].imag/weak[0].imag-0.1) < 0.001
scan = np.arange(1000, 1300, 0.2)
peaks = {}
for gamma in (5.0, damping):
    spectra = np.array([[e.imag for e in film_eps(nu, gamma, p)] for nu in scan])
    for column, name in enumerate(("MG", "BR")):
        y = spectra[:, column]
        top = (y[1:-1] > y[:-2]) & (y[1:-1] > y[2:])
        peaks[name, gamma] = scan[1:-1][top]
assert min(abs(peaks["MG", 5.0]-nu_mg)) < 1

# Sizes of neglected effects for the film.
water_k, water_fraction = 80.0, 0.01
k_wet = self_consistent([matrix_k, 1.0, water_k],
                        [1-p, p-water_fraction, water_fraction])
flattening = 2.0
depolarization = quad(lambda q: flattening**2/2
                      / ((q+1)**1.5*(q+flattening**2)), 0, np.inf)[0]
k_flat = matrix_k*mg_ratio(s_static, p, depolarization)
pore_nm, applied_mv_cm = 2.0, 1.0
wavelength_nm = 1e7/nu_mg
size_squared = (np.pi*pore_nm/wavelength_nm)**2
pore_field = applied_mv_cm*(matrix_k-static[p][0])/(p*(matrix_k-1))
pore_voltage = pore_field*1e6*pore_nm*1e-7
assert size_squared < 1e-4

print(f"matrix static permittivity (rough): {matrix_k:.1f}")
print(f"static s, dimensionless: {s_static:.4f}")
for q in porosities:
    a, b = band_edges(q)
    k_mg, k_br, k_ex, lead = static[q]
    print(f"porosity {q:.2f}: MG pole {(1-q)/3:.4f}, weight {q:.2f}")
    print(f"  BR cut from {a:.4f} to {b:.4f}")
    print(f"  BR weights: zero pole {zero_weight(q):.4f},"
          f" cut {q-zero_weight(q):.4f}")
    print(f"  first moment, both: {moments[q][1]:.5f}")
    print(f"  second moment: MG {q*((1-q)/3)**2:.5f}, BR {moments[q][2]:.5f}")
    print(f"  normalized BR variance: {2*q*(1-q)/9:.5f}")
    print(f"  static k: MG {k_mg:.3f}, BR {k_br:.3f}, exchanged MG {k_ex:.3f}")
    print(f"  k difference MG-BR: {k_mg-k_br:.4f}, leading term {lead:.4f}")
print(f"random voxels at {p:.2f}: second moment {voxel_moments[1]:.5f}")
print(f"third moment: voxels {voxel_moments[2]:.6f}, BR {moments[p][3]:.6f}")
print(f"periodic cell eps_eff: direct {direct_eps:.5f}")
print(f"periodic cell eps_eff: spectral {spectral_eps:.5f}")
print(f"infrared model: high-frequency permittivity {eps_inf:.1f}")
print(f"  TO {nu_to:.0f}, LO {nu_lo:.0f}, damping {damping:.0f} cm^-1")
print(f"infrared results at porosity {p:.2f}:")
print(f"  host permittivity at MG pole: {mg_pole/(mg_pole-1):.4f}")
print(f"  MG pore line: {nu_mg:.1f} cm^-1")
print(f"  BR band: {resonance_wavenumber(high):.1f} to"
      f" {resonance_wavenumber(low):.1f} cm^-1")
print(f"  host permittivity -1 at: {nu_half:.1f} cm^-1")
print(f"  there, BR loss for lossless host: {lossless_br:.4f}")
for gamma, values in ((0.1, weak), (0.01, weaker)):
    print(f"  Im eps there, damping {gamma} cm^-1:"
          f" MG {values[0].imag:.3e}, BR {values[1].imag:.4f}")
for gamma in (5.0, damping):
    at_line = film_eps(nu_mg, gamma, p)
    print(f"  Im eps at MG line, damping {gamma:.0f} cm^-1:"
          f" MG {at_line[0].imag:.3f}, BR {at_line[1].imag:.3f}")
    for name in ("MG", "BR"):
        text = ", ".join(f"{x:.1f}" for x in peaks[name, gamma])
        print(f"    {name} loss maxima (cm^-1): {text}")
print(f"neglected effects at porosity {p:.2f}:")
print(f"  water: k {water_k:.0f}, film fraction {water_fraction:.2f}")
print(f"  BR k with water: {k_wet:.3f}, change {k_wet-static[p][1]:.3f}")
print(f"  aligned pores, width/height {flattening:.0f}:"
      f" depolarization {depolarization:.4f}")
print(f"  MG k with flat pores: {k_flat:.3f}, change {k_flat-static[p][0]:.3f}")
print(f"  microstructure range of k: {static[p][0]-static[p][2]:.3f}")
print(f"  pore diameter {pore_nm:.1f} nm, wavelength {wavelength_nm:.0f} nm")
print(f"  squared size parameter: {size_squared:.2e}")
print(f"  applied field {applied_mv_cm:.1f} MV/cm,"
      f" pore field {pore_field:.3f} MV/cm")
print(f"  voltage across pore: {pore_voltage:.3f} V")
print("all good")
```

Printed output:

```
matrix static permittivity (rough): 4.0
static s, dimensionless: 1.3333
porosity 0.25: MG pole 0.2500, weight 0.25
  BR cut from 0.0084 to 0.8249
  BR weights: zero pole 0.0000, cut 0.2500
  first moment, both: 0.06250
  second moment: MG 0.01562, BR 0.02604
  normalized BR variance: 0.04167
  static k: MG 3.077, BR 3.034, exchanged MG 2.800
  k difference MG-BR: 0.0428, leading term 0.0176
porosity 0.45: MG pole 0.1833, weight 0.45
  BR cut from 0.0143 to 0.9524
  BR weights: zero pole 0.1750, cut 0.2750
  first moment, both: 0.08250
  second moment: MG 0.01513, BR 0.03988
  normalized BR variance: 0.05500
  static k: MG 2.435, BR 2.332, exchanged MG 2.138
  k difference MG-BR: 0.1023, leading term 0.0418
random voxels at 0.25: second moment 0.02609
third moment: voxels 0.013178, BR 0.013455
periodic cell eps_eff: direct 0.76967+1.06652j
periodic cell eps_eff: spectral 0.76967+1.06652j
infrared model: high-frequency permittivity 2.1
  TO 1075, LO 1250, damping 50 cm^-1
infrared results at porosity 0.25:
  host permittivity at MG pole: -0.3333
  MG pore line: 1227.5 cm^-1
  BR band: 1131.8 to 1249.3 cm^-1
  host permittivity -1 at: 1196.3 cm^-1
  there, BR loss for lossless host: 0.5995
  Im eps there, damping 0.1 cm^-1: MG 1.346e-03, BR 0.5999
  Im eps there, damping 0.01 cm^-1: MG 1.346e-04, BR 0.5995
  Im eps at MG line, damping 5 cm^-1: MG 3.512, BR 0.386
    MG loss maxima (cm^-1): 1075.0, 1227.6
    BR loss maxima (cm^-1): 1075.0, 1157.8
  Im eps at MG line, damping 50 cm^-1: MG 0.623, BR 0.540
    MG loss maxima (cm^-1): 1074.8, 1223.8
    BR loss maxima (cm^-1): 1074.8
neglected effects at porosity 0.25:
  water: k 80, film fraction 0.01
  BR k with water: 3.151, change 0.117
  aligned pores, width/height 2: depolarization 0.5272
  MG k with flat pores: 2.934, change -0.143
  microstructure range of k: 0.277
  pore diameter 2.0 nm, wavelength 8147 nm
  squared size parameter: 5.95e-07
  applied field 1.0 MV/cm, pore field 1.231 MV/cm
  voltage across pore: 0.246 V
all good
```
